# Coulomb matrix elements between Dirac orbitals in jj coupling, part 2

In a model ion ($Z=60$, point nucleus, unscreened orbitals) the direct repulsion of two $2p_{1/2}$ electrons is one monopole integral. Two $2p_{3/2}$ electrons give two levels whose gap is $8/25$ of a quadrupole integral; where does this fraction come from? We use Hartree atomic units and orbitals on one centre,

$$\psi_a=\frac1r\begin{pmatrix}P_a(r)\,\Omega_{\kappa_a m_a}\\ iQ_a(r)\,\Omega_{-\kappa_a m_a}\end{pmatrix},$$

with real $P,Q$, Condon-Shortley phases, and $l$ coupled before spin. Here $j=|\kappa|-\frac12$, with $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. On $\Omega_{\kappa m}$, $\boldsymbol\sigma\cdot\mathbf L=-\kappa-1$, and

$$\boldsymbol\sigma\cdot\hat r\,\Omega_{\kappa m}=-\Omega_{-\kappa m}.\tag{2}$$

The 3j symbols are defined by

$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}\begin{pmatrix}j_1&j_2&J\\ m_1&m_2&-M\end{pmatrix}.$$

Cyclic column permutations leave them unchanged; an odd permutation, or reversing all lower signs, gives $(-1)^{j_1+j_2+j_3}$.

With $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, $r_<,r_>$ the smaller and larger radius, and $\omega$ the angle between $\mathbf r_1$ and $\mathbf r_2$, the rank-$k$ angular factor is the Legendre polynomial $P_k(\cos\omega)$:

$$\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}\sum_{q=-k}^k(-1)^q\,C^k_q(1)\,C^k_{-q}(2).\tag{4}$$

The angular elements $\langle a|C^k_q|c\rangle=\int\Omega_a^\dagger C^k_q\,\Omega_c\,d\hat r$, with $\Omega_a=\Omega_{\kappa_am_a}$, are

$$\langle a|C^k_q|c\rangle=(-1)^{j_a-m_a}\begin{pmatrix}j_a&k&j_c\\-m_a&q&m_c\end{pmatrix}\langle\kappa_a\|C^k\|\kappa_c\rangle,\tag{6}$$

$$\langle\kappa_a\|C^k\|\kappa_c\rangle=(-1)^{j_a+1/2}\sqrt{(2j_a+1)(2j_c+1)}\begin{pmatrix}j_a&k&j_c\\ \frac12&0&-\frac12\end{pmatrix}\pi(l_a+k+l_c),\tag{7}$$

where $\pi$ is 1 for even argument and 0 for odd. The derivation used that this sum is constant on the sphere:

$$S(\hat r)=\sum_{m_a,q,m_c}(-1)^{j_a-m_a}\begin{pmatrix}j_a&k&j_c\\-m_a&q&m_c\end{pmatrix}\Omega_{\kappa_am_a}^\dagger C^k_q\,\Omega_{\kappa_cm_c}.$$

It also used that the overlap $x_m$ of two families with equal ladder factors is independent of $m$. For

$$g_{abcd}=\iint \psi_a^\dagger(1)\psi_c(1)\,\frac1{r_{12}}\,\psi_b^\dagger(2)\psi_d(2)\,d^3r_1\,d^3r_2$$

the result, with $q=m_a-m_c=m_d-m_b$, is

$$g_{abcd}=\sum_k(-1)^{q+j_a-m_a+j_b-m_b}\begin{pmatrix}j_a&k&j_c\\-m_a&q&m_c\end{pmatrix}\begin{pmatrix}j_b&k&j_d\\-m_b&-q&m_d\end{pmatrix}\langle\kappa_a\|C^k\|\kappa_c\rangle\langle\kappa_b\|C^k\|\kappa_d\rangle R^k(abcd).\tag{8}$$

Rank $k$ needs the triangles $(j_akj_c)$, $(j_bkj_d)$ and even $l_a+k+l_c$, $l_b+k+l_d$. With $\rho_{ac}=P_aP_c+Q_aQ_c$,

$$R^k=\int_0^\infty\!dr\int_0^1\!du\;u^k\left[\rho_{ac}(r)\rho_{bd}(ur)+\rho_{bd}(r)\rho_{ac}(ur)\right].\tag{9}$$

Density terms $r_1^{\sigma}e^{-\beta_1r_1}$ and $r_2^{\tau}e^{-\beta_2r_2}$ contribute $H_k(\sigma,\beta_1;\tau,\beta_2)+H_k(\tau,\beta_2;\sigma,\beta_1)$ to $R^k$, where $A=\sigma+\tau+1$, $B=\beta_1+\beta_2$ and

$$H_k(\sigma,\beta_1;\tau,\beta_2)=\frac{\Gamma(A)}{(\tau+k+1)B^{A}}\;{}_2F_1\!\left(1,A;\tau+k+2;\frac{\beta_2}{B}\right).\tag{10}$$

Q: The fraction $8/25$ concerns states of total $J$, and (8) concerns projections.

A: Couple the product states, $|ab;JM\rangle=\sum\langle j_am_aj_bm_b|JM\rangle\psi_a(1)\psi_b(2)$, and likewise $cd$. The operator $P_k(\cos\omega)$ commutes with $\mathbf J_1+\mathbf J_2$, so by the ladder argument used for $x_m$ its element is diagonal in $J,M$ and independent of $M$. It may be replaced by its average $(2J+1)^{-1}\sum_M$, which cancels the two factors $\sqrt{2J+1}$ from the Clebsch-Gordan coefficients. With $M$ an integer, $(-1)^{2M}=1$, and the coefficient of the two reduced elements is

$$\sum(-1)^{\Phi}\begin{pmatrix}j_a&j_b&J\\m_a&m_b&-M\end{pmatrix}\begin{pmatrix}j_c&j_d&J\\m_c&m_d&-M\end{pmatrix}\begin{pmatrix}j_a&k&j_c\\-m_a&q&m_c\end{pmatrix}\begin{pmatrix}j_b&k&j_d\\-m_b&-q&m_d\end{pmatrix},$$

summed over all projections, with $\Phi=(j_a-j_b+j_c-j_d)+(q+j_a-m_a+j_b-m_b)=2j_a+j_c-j_d+q-M$. The 6j symbol is defined by the contraction

$$\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum(-1)^{\sum_i(j_i-m_i)}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.$$

Set $(j_1,\dots,j_6)=(j_a,j_b,J,j_d,j_c,k)$ and $(m_1,\dots,m_6)=(-m_a,-m_b,M,m_d,-m_c,q)$. The first symbol matches ours as it stands. The second needs one column swap, costing $(-1)^{j_a+j_c+k}$. The third needs a cyclic permutation, at no cost. The fourth needs a swap and a sign reversal, whose factors cancel. The exponent in the definition, with the swap included and $m_a+m_b=M$ used, is $2j_a+2j_c+2k+j_b+j_d+J+m_c-m_d-q$. Both $2j_a+2j_c$ (odd plus odd) and $2k$ are even, leaving $\Phi_6=j_b+j_d+J+m_c-m_d-q$. Then, with $M=m_c+m_d$,

$$\Phi-\Phi_6=(2j_a-2j_d)+2q-2m_c+j_c-j_b-J .$$

The first two pieces are even and $2m_c$ is odd; writing $-j_b=j_b-2j_b$ adds a second odd number, and $-J$ may be replaced by $J$. The relative phase is $(-1)^{j_b+j_c+J}$ for every term of the sum:

$$\langle ab;JM|r_{12}^{-1}|cd;J'M'\rangle=\delta_{JJ'}\delta_{MM'}\sum_k(-1)^{j_b+j_c+J}\begin{Bmatrix}j_a&j_b&J\\j_d&j_c&k\end{Bmatrix}\langle\kappa_a\|C^k\|\kappa_c\rangle\langle\kappa_b\|C^k\|\kappa_d\rangle R^k.\tag{11}$$

Antisymmetry is not yet imposed. Exchanging the electrons sends $|cd;J\rangle$ to $(-1)^{j_c+j_d+J}|dc;J\rangle$, the factor of a column swap (the prefactors differ by $(-1)^{2(j_c-j_d)}=1$). For distinct subshells the normalized state is $(1-P_{12})/\sqrt2$ acting on the product, and when both pairs are distinct ($a\neq b$, $c\neq d$) the element is (11) minus $(-1)^{j_c+j_d+J}$ times (11) with $c$ and $d$ exchanged. For two electrons in one subshell the exchange factor is $(-1)^{2j+J}$, which is $-1$ for even $J$. Those states are already antisymmetric and normalized, odd $J$ is excluded, and (11) alone is the energy. Adding an exchange term there counts the interaction twice. Between a pair of distinct subshells and a pair in one subshell, the two terms of $(1-P_{12})/\sqrt2$ contribute equally and the element is $\sqrt2$ times (11).

Q: Which radial functions produced your numbers, and is the assumption of real $P$ and $Q$ met?

A: Nothing above needs a radial equation, but the example does. Take $H=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V$ with $V=-Z/r$ and eigenvalue $\varepsilon$. Inserting $(\boldsymbol\sigma\cdot\hat r)^2=1$ and using the product rule of Pauli matrices, $\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\hat r\,(-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r)$. With $\boldsymbol\sigma\cdot\mathbf L=-\kappa-1$ and (2), $\boldsymbol\sigma\cdot\mathbf p\,(P\,\Omega_{\kappa m}/r)=i\,r^{-1}(P'+\kappa P/r)\,\Omega_{-\kappa m}$. The same rule with $\kappa\to-\kappa$ acts on the lower component. With $w=1+\varepsilon/c^2$ and $\zeta=Z/c$, the lower and upper rows of $H\psi=\varepsilon\psi$ become

$$P'+\frac\kappa rP=\Big[(1+w)c+\frac\zeta r\Big]Q,\qquad Q'-\frac\kappa rQ=\Big[(1-w)c-\frac\zeta r\Big]P .$$

The coefficients are real, which is the purpose of the $i$ in the small component. Put $P=r^\gamma e^{-\lambda r}\sum p_nr^n$ and $Q=r^\gamma e^{-\lambda r}\sum q_nr^n$. At large $r$ the equations give $\lambda=c\sqrt{1-w^2}$. Matching powers $r^{\gamma+n-1}$,

$$(\gamma+n+\kappa)p_n-\zeta q_n=\lambda p_{n-1}+(1+w)c\,q_{n-1},\qquad \zeta p_n+(\gamma+n-\kappa)q_n=(1-w)c\,p_{n-1}+\lambda q_{n-1}.$$

For $n=0$ the right sides vanish, the determinant $\gamma^2-\kappa^2+\zeta^2$ must be zero, so $\gamma=\sqrt{\kappa^2-\zeta^2}$ and $q_0=(\gamma+\kappa)p_0/\zeta$. With $\nu=\sqrt{(1-w)/(1+w)}$ the second right side is always $\nu$ times the first. The series stops at $n=n_r$ when $q_{n_r}=-\nu p_{n_r}$. Putting this into "second left side equals $\nu$ times first left side" gives $2\nu(\gamma+n_r)=\zeta(1-\nu^2)$, and $(1-\nu^2)/2\nu=w/\sqrt{1-w^2}$, so $w=(n_r+\gamma)/N$, $\lambda=Z/N$, $N=\sqrt{(n_r+\gamma)^2+\zeta^2}$.

The chosen inputs are $Z=60$ and $c=137.035999$, so $\zeta=0.437841$. For $1s$ ($\kappa=-1$, $n_r=0$): $\gamma=0.899052$, $\lambda=60$, $p_0=610.6355$, $q_0=-140.7867$. For $2p_{3/2}$ ($\kappa=-2$, $n_r=0$): $\gamma=1.951485$, $\lambda=30$, $p_0=4987.2579$, $q_0=-552.6091$. For $2p_{1/2}$ ($\kappa=1$, $n_r=1$): $\gamma=0.899052$, $\lambda=30.787029$, $(p_0,p_1)=(10.8865,\,4446.0665)$, $(q_0,q_1)=(47.218,\,-505.9015)$. All are normalized to $\int(P^2+Q^2)dr=1$, with $\lambda$ in inverse bohr.

Q: Take one element through (8) factor by factor.

A: Take the exchange element with $a=d=1s$, $m=\frac12$, and $b=c=2p_{3/2}$, $m=\frac32$. The triangle $(\frac12,k,\frac32)$ admits $k=1,2$, and $0+k+1$ even keeps $k=1$. Here $q=\frac12-\frac32=-1$, and $j_a-m_a=j_b-m_b=0$, so the phase is $-1$. The first 3j symbol has upper row $\frac12,1,\frac32$ and lower row $-\frac12,-1,\frac32$. It corresponds to a stretched Clebsch-Gordan coefficient equal to 1, with phase $(-1)^{1/2-1-3/2}=+1$ and factor $1/\sqrt4$, giving 0.5. The second follows by a swap of the outer columns and a sign reversal and is also 0.5. From (7), $\langle-1\|C^1\|-2\rangle=(-1)^1\sqrt8\times0.408248=-1.154701$, and the reversed element is $+1.154701$. The coefficient is

$$(-1)(0.5)(0.5)(-1.154701)(1.154701)=0.333333 .$$

The sign had to be positive, because an exchange element is the self-repulsion of the density $\psi_a^\dagger\psi_c$; treating the reduced element as symmetric would have made it negative. The radial density is a single power $r^{0.899052+1.951485}e^{-90r}$ with coefficient $610.6355\times4987.2579+140.7867\times552.6091$, and (10) gives $R^1=2.936546$. Then $g=0.333333\times2.936546=0.978849$ hartree, or 26.636 eV.

For the exchange of $2p_{1/2}$ ($m=\frac12$) with $2p_{3/2}$ ($m=\frac32$) the triangle is again $k=1,2$, but $1+k+1$ even keeps $k=2$. The coefficient is $(-1)(0.223607)^2(0.894427)(-0.894427)=0.040000$, and $g=0.04\times5.250468=0.210019$ hartree, or 5.715 eV. For the direct $2p_{1/2}$ element only $k=0$ exists, the coefficient is 1, and $g=11.969427$ hartree, or 325.705 eV.

For $(2p_{3/2})^2$, the $k=0$ operator is 1 and its coefficient is 1 for every $J$. For $k=2$ the squared reduced element is $(-0.894427)^2=0.8$, the phase is $(-1)^{3+J}=-1$, and the 6j symbols are $-0.25$ for $J=0$ and $0.15$ for $J=2$. The coefficients are $+0.2$ and $-0.12$:

$$E(0)=11.120726+0.2\times5.352371=12.191200,\qquad E(2)=11.120726-0.12\times5.352371=10.478441$$

in hartree. The difference of coefficients is $0.32=8/25$, and the gap is 1.712759 hartree, or 46.607 eV. The state $J=2$, $M=2$ is the single determinant with $m=\frac32,\frac12$, and (8) gives it directly: direct part $R^0-0.04R^2=10.906631$, exchange part $0.08R^2=0.428190$, difference 10.478441.

Q: The small components hold about one per cent of the $2p$ charge. Dropping $Q_aQ_c$ should then lower every integral by a little and do no other harm.

A: The effect can be larger than the weight, and its sign is not fixed. For $2p_{3/2}$, $Q/P$ is constant and $\int Q^2=0.012129$. Each density loses that fraction and the integral loses it twice: $(1-0.012129)^2\times11.120726\approx10.8526$ (10.852603 with the unrounded weight). This lies below the nonrelativistic value 10.898438, while the true value lies above it by the factor 1.02040. For this integral, omitting $QQ$ thus reverses the sign of the relativistic correction; for the $2p_{1/2}$ monopole it does not, since the $PP$ value 11.569672 stays above 10.898438. For the $1s$-$2p_{3/2}$ exchange both $Q$ are negative, their product adds, and $R^1$ rises from 2.792067 to 2.936546.

The $2p_{1/2}$-$2p_{3/2}$ exchange goes the other way: the $PP$ value is 5.319075 and the full value 5.250468. An overlap density is not positive definite. Here $P_aP_c>0$ everywhere, $Q$ of $2p_{3/2}$ is negative, and $Q$ of $2p_{1/2}$ is positive inside its node at $47.218/505.9015\approx0.093$ bohr, so $Q_aQ_c$ is negative over the inner region and the net effect is a subtraction. The low-velocity relation $Q\approx(P'+\kappa P/r)/2c$ shows the origin: for $P=r^2e^{-\lambda r}$ it is proportional to $(3-\lambda r)r\,e^{-\lambda r}$ for $\kappa=1$ and to $-\lambda r^2e^{-\lambda r}$ for $\kappa=-2$. A wrong relative sign between the $Q$ of different $\kappa$ therefore survives a normalization test and corrupts exchange integrals.

As $c\to\infty$, $Q\to0$, the two $2p$ functions coincide, and the integrals tend to the hydrogenic values $112Z/2187$, $93Z/512$ and $45Z/512$. The angular coefficients contain no $c$, so the missing quadrupole of $p_{1/2}$ is a property of $jj$ coupling and persists in this limit. At $Z=60$ the ratios to the limit run from 0.95569 for the $1s$-$2p_{3/2}$ exchange to 1.09827 for the $2p_{1/2}$ monopole. With the nonrelativistic $R^2$ the $(2p_{3/2})^2$ gap would be 45.919 eV.

Q: Where does the result stop being true?

A: Equation (8) is exact for orbitals of the stated form. It needs one centre and definite $\kappa,m$; a molecular or crystal-field spinor must first be expanded in such functions. Complex radial functions require conjugates on $a$ and $b$ in $\rho$. The step to $PP+QQ$ used that $1/r_{12}$ is the unit matrix in the four spinor indices. The Gaunt and Breit terms contain $\boldsymbol\alpha$, which connects large to small components, so they involve $P_aQ_c$ and $Q_aP_c$ with other angular factors; each of the two densities then carries one factor $Q$, so at small $Z/c$ their size relative to the Coulomb term scales as $(Z/c)^2$. The coefficient depends on the shells and on $J$: for the Gaunt term it is about 0.4 for $1s^2$, and about 0.11 ($J=0$) and 0.026 ($J=2$) for $(2p_{3/2})^2$, so $(Z/c)^2$ alone is not an estimate of their size. They are not included here. Because the two levels shift unequally, the Gaunt term at $Z=60$ would raise the $(2p_{3/2})^2$ gap from 46.6 eV to about 52 eV, and Coulomb mixing within the $2p^2$ configurations alone would raise it by about 0.8 eV. The energies above are first-order values for unscreened orbitals. They omit screening, nuclear size and mixing with other configurations of the same $J$ and parity, such as $(2p_{1/2})^2$, $J=0$, and are not predictions for a real ion.

Q: What independent evidence supports the signs?

A: The numerical check below integrates the explicit spinors over the sphere and confirms (2), (6) with (7), and the constancy of $S$, with errors of at most $2.8\times10^{-15}$; it sums (4) at a pair of points with error $2.9\times10^{-15}$. The strongest test avoids multipoles. It builds four-component spinors as Cartesian polynomials times Gaussians with heavy small components, writes $r^{-1}=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt$ so that the six-dimensional integral factors into Gaussian moments, and compares 84 elements, including ones forbidden by projection, parity and triangle, with (8) and (9); the largest difference is $1.4\times10^{-15}$ hartree. Explicit Clebsch-Gordan sums match (11) to $4.4\times10^{-16}$. The radial equations are checked by finite differences, (9) is compared with (10), and the large-$c$ limit with the hydrogenic fractions. Diagonalizing the six determinants of $(2p_{3/2})^2$ gives 10.478441 five times and 12.1912 once, the multiplicities $2J+1$ of $J=2$ and $J=0$.

## Values computed for the example and the checks

```
max errors of tests (dimensionless or hartree):
  sigma.r 3.8e-16; Wigner-Eckart 2.8e-15; scalar S 2.7e-15; multipole 2.9e-15
  Cartesian g vs formula, 84 elements 1.4e-15; CG vs 6j 4.4e-16
Z = 60, c = 137.035999 au, Z/c = 0.437841, 1 hartree = 27.211386 eV
1s: kappa=-1 gamma=0.899052 lambda=60.000000/bohr eps=-1895.6823 hartree intQ^2=0.050474
   P coeffs [610.6355]  Q coeffs [-140.7867] (au)
2p-: kappa=1 gamma=0.899052 lambda=30.787029/bohr eps=-480.0566 hartree intQ^2=0.012782
   P coeffs [  10.8865 4446.0665]  Q coeffs [  47.218  -505.9015] (au)
2p+: kappa=-2 gamma=1.951485 lambda=30.000000/bohr eps=-455.5249 hartree intQ^2=0.012129
   P coeffs [4987.2579]  Q coeffs [-552.6091] (au)
reduced elements (dimensionless):
  <-1||C1||-2> = -1.154701, 3j(1/2 0 -1/2) = 0.408248
  <-2||C1||-1> = 1.154701, 3j(1/2 0 -1/2) = 0.408248
  <1||C0||1> = 1.414214, 3j(1/2 0 -1/2) = -0.707107
  <1||C2||1> = -0.000000, 3j(1/2 0 -1/2) = 0.000000
  <1||C2||-2> = 0.894427, 3j(1/2 0 -1/2) = -0.316228
  <-2||C2||1> = -0.894427, 3j(1/2 0 -1/2) = -0.316228
  <-2||C0||-2> = 2.000000, 3j(1/2 0 -1/2) = 0.500000
  <-2||C2||-2> = -0.894427, 3j(1/2 0 -1/2) = -0.223607
Slater integrals (hartree): full, PP only, nonrelativistic, full/nonrel
  R11s 2p+ 2p+ 1s: 2.936546 2.792067 3.072702 0.95569
  R22p- 2p+ 2p+ 2p-: 5.250468 5.319075 5.273438 0.99564
  R02p- 2p- 2p- 2p-: 11.969427 11.569672 10.898438 1.09827
  R02p+ 2p+ 2p+ 2p+: 11.120726 10.852603 10.898438 1.02040
  R22p+ 2p+ 2p+ 2p+: 5.352371 5.223324 5.273438 1.01497
1s(1/2) 2p+(3/2) exchange: q=-1, 3j(ac)=0.500000, 3j(bd)=0.500000
  coefficient 0.333333, g = 0.978849 hartree = 26.636 eV
2p-(1/2) 2p+(3/2) exchange: q=-1, 3j(ac)=0.223607, 3j(bd)=0.223607
  coefficient 0.040000, g = 0.210019 hartree = 5.715 eV
2p-(1/2) 2p-(-1/2) direct: coefficient 1.000000, g = 11.969427 hartree = 325.705 eV
det |3/2,1/2|: R2 coefficient direct -0.040000, exchange 0.080000
  direct g = 10.906631 hartree, exchange g = 0.428190 hartree
(2p+)^2 J=0: 6j(k=2)=-0.250000, R2 coeff 0.200000, E = 12.191200 hartree = 331.739 eV
(2p+)^2 J=2: 6j(k=2)=0.150000, R2 coeff -0.120000, E = 10.478441 hartree = 285.133 eV
determinant eigenvalues (hartree): [10.478441 10.478441 10.478441 10.478441 10.478441 12.1912  ]
E(J=0)-E(J=2) = 1.712759 hartree = 46.607 eV
  nonrelativistic R2 would give 1.687500 hartree = 45.919 eV
```
